# Why iodine's spin-orbit coupling shields the proton in HI: a numerical check

```python
"""Spin-orbit induced proton shielding in a hydrogen halide such as HI.
Result under test (Hartree units, g=2, bond along z, field along x):
  sigma_xx = K rho zeta cp^2 ch^2 / 2 * [1/(D S) + 1/(D T) + 1/(S T)]
K = 8 pi alpha^2/3; rho = contact density of the hydrogen orbital h;
zeta = spin-orbit constant of the heavy-atom p shell;
sigma orbital = cp p_z + ch h; S, T = singlet and triplet pi->sigma* energies;
D = triplet sigma->sigma* energy. With an empty pi shell the sign reverses
and S, T are sigma->pi energies.
The model is checked by many-electron diagonalization. HI is then treated
with PBE orbitals and a sum over all orbitals, without xc response.
"""
from itertools import combinations, permutations
import numpy as np
from scipy import constants
from pyscf import gto, dft

alpha = constants.alpha
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
K = 8 * np.pi * alpha**2 / 3
pauli_half = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                             [[1, 0], [0, -1]]], dtype=complex)
levi = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, c], levi[a, c, b] = 1, -1
orbital_l = np.zeros((3, 4, 4), dtype=complex)   # order: p_x, p_y, p_z, h
orbital_l[:, :3, :3] = -1j * levi
one2 = np.eye(2)


def many_electron(operator, n):
    """Matrix of a one-electron operator among all n-electron determinants."""
    dets = list(combinations(range(8), n))
    index = {d: k for k, d in enumerate(dets)}
    matrix = np.zeros((len(dets), len(dets)), dtype=complex)
    for col, det in enumerate(dets):
        for q in det:
            for p in range(8):
                if operator[p, q] == 0 or (p in det and p != q):
                    continue
                new = tuple(sorted([p if x == q else x for x in det]))
                between = sum(min(p, q) < x < max(p, q) for x in det)
                matrix[index[new], col] += (-1)**between * operator[p, q]
    return matrix


def build_model(cp2, gap_sigma, gap_pi, exchange, n):
    """Gaps are measured from sigma*; exchange lowers every triplet."""
    cp, ch = np.sqrt(cp2), np.sqrt(1 - cp2)
    bond = np.array([0, 0, cp, ch])
    anti = np.array([0, 0, -ch, cp])
    h0 = -gap_sigma * np.outer(bond, bond) - gap_pi * np.diag([1, 1, 0, 0])
    spin = [many_electron(np.kron(np.eye(4), s), n) for s in pauli_half]
    orb = [many_electron(np.kron(l, one2), n) for l in orbital_l]
    so = many_electron(sum(np.kron(l, s)
                           for l, s in zip(orbital_l, pauli_half)), n)
    ham = many_electron(np.kron(h0, one2), n)
    ham = ham - 0.5 * exchange * sum(s @ s for s in spin)
    on_h = [many_electron(np.kron(np.diag([0, 0, 0, 1]), s), n)
            for s in pauli_half]
    on_pz = many_electron(np.kron(np.diag([0, 0, 1, 0]), pauli_half[0]), n)
    mix = cp * ch * (np.outer(bond, anti) + np.outer(anti, bond))
    transfer = many_electron(np.kron(mix, pauli_half[0]), n)
    return dict(h=ham, so=so, spin=spin, orb=orb, on_h=on_h,
                on_pz=on_pz, transfer=transfer)


def expectation(model, probe, drive, strength, zeta):
    _, vec = np.linalg.eigh(model["h"] + zeta * model["so"] + strength * drive)
    return (vec[:, 0].conj() @ probe @ vec[:, 0]).real


def slope(model, probe, drive, zeta, step=1e-3):
    return (expectation(model, probe, drive, step, zeta)
            - expectation(model, probe, drive, -step, zeta)) / (2 * step)


def mixed_slope(model, probe, drive, step=1e-3):
    """Second derivative with respect to drive strength and zeta."""
    return (slope(model, probe, drive, step)
            - slope(model, probe, drive, -step)) / (2 * step)


def paths(cp2, singlet, triplet, bond_triplet):
    pre = cp2 * (1 - cp2) / 2
    return pre * np.array([1 / (bond_triplet * singlet),
                           1 / (bond_triplet * triplet),
                           1 / (singlet * triplet)])


# Closed formula against diagonalization, occupied and empty pi shells.
worst = 0.0
for cp2, gs, gp, ex in [(0.6, 0.5, 0.3, 0.05), (0.35, 0.7, 0.4, 0.1),
                        (0.8, 0.6, 0.45, 0.0)]:
    full = build_model(cp2, gs, gp, ex, 6)
    numeric = mixed_slope(full, full["on_h"][0], full["orb"][0] / 2)
    formula = paths(cp2, gp, gp - ex, gs - ex).sum()
    worst = max(worst, abs(numeric / formula - 1))
    empty = build_model(cp2, gs, gs - gp, ex, 2)
    numeric = mixed_slope(empty, empty["on_h"][0], empty["orb"][0] / 2)
    worst = max(worst, abs(numeric / (-formula) - 1))
assert worst < 2e-3   # finite-step truncation error

# Worked few-level example.
cp2, gap_s, gap_p, exchange, zeta = 0.6, 0.5, 0.3, 0.05, 0.025
rho = 1 / np.pi       # hydrogen 1s density at its nucleus
model = build_model(cp2, gap_s, gap_p, exchange, 6)
terms = paths(cp2, gap_p, gap_p - exchange, gap_s - exchange)
scale = K * rho * 1e6
probe, drive = model["on_h"][0], model["orb"][0] / 2
reference = mixed_slope(model, probe, drive)
net_spin = mixed_slope(model, model["spin"][0], drive)
spin_zeeman = mixed_slope(model, probe, model["spin"][0])
parallel = mixed_slope(model, model["on_h"][2], model["orb"][2] / 2)
for forbidden in (net_spin, spin_zeeman, parallel):
    assert abs(forbidden) < 2e-3 * reference

# Local spin field on p_z and the part of the contact operator it uses.
local_response = slope(model, probe, model["on_pz"], 0.0)
local_formula = cp2 * (1 - cp2) / (gap_s - exchange)
assert abs(local_response / local_formula - 1) < 1e-3
beta = zeta / 2 * (1 / gap_p + 1 / (gap_p - exchange))
transferred = zeta * mixed_slope(model, model["transfer"], drive)
assert abs(transferred / (beta * local_response) - 1) < 2e-3

# The energy derivative equals the induced spin, at finite zeta.
def energy(b, m):
    ham = model["h"] + zeta * model["so"] + b * drive + m * probe
    return np.linalg.eigvalsh(ham)[0]

d = 1e-3
energy_mixed = (energy(d, d) - energy(d, -d)
                - energy(-d, d) + energy(-d, -d)) / (4 * d * d)
assert abs(energy_mixed / slope(model, probe, drive, zeta) - 1) < 2e-3
all_orders = [slope(model, model["on_h"][k],
                    model["orb"][k] / 2 + model["spin"][k], zeta)
              for k in range(3)]

print("FEW-LEVEL MODEL")
print(f"weight of p_z in sigma: {cp2:.2f}")
print(f"sigma to sigma* singlet gap: {gap_s:.3f} hartree")
print(f"pi to sigma* singlet gap S: {gap_p:.3f} hartree")
print(f"triplet lowering: {exchange:.3f} hartree")
print(f"pi to sigma* triplet gap T: {gap_p-exchange:.3f} hartree")
print(f"sigma to sigma* triplet gap D: {gap_s-exchange:.3f} hartree")
print(f"spin-orbit constant zeta: {zeta:.4f} hartree")
print(f"contact prefactor K: {K:.5e} a.u.")
print(f"hydrogen contact density rho: {rho:.5f} bohr^-3")
for name, term in zip(("1/(D S)", "1/(D T)", "1/(S T)"), terms):
    print(f"sigma_xx from path {name}: {scale*zeta*term:.3f} ppm")
print(f"sigma_xx, formula: {scale*zeta*terms.sum():.3f} ppm")
print(f"sigma_xx, diagonalization, linear in zeta: "
      f"{scale*zeta*reference:.3f} ppm")
print(f"isotropic shielding, formula: {scale*zeta*terms.sum()*2/3:.3f} ppm")
print(f"isotropic contact shielding, all orders in zeta: "
      f"{scale*np.mean(all_orders):.3f} ppm")
print(f"induced s_x on h per unit B: {zeta*terms.sum():.5f} a.u.")
print(f"effective spin field beta per unit B: {beta:.5f} (no unit)")
print(f"h spin per unit local spin field: {local_response:.5f} a.u.")
print(f"coupling-like share of sigma_xx: {terms[:2].sum()/terms.sum():.4f}")
print(f"largest relative formula error in tests: {worst:.1e}")


# HI: PBE orbitals in an uncontracted even-tempered basis.
def shells(l, count, smallest, ratio):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]

distance = 3.04
basis_i = (shells(0, 17, 0.07, 2.5) + shells(1, 13, 0.06, 2.5)
           + shells(2, 9, 0.15, 2.6))
basis_h = shells(0, 9, 0.08, 3.0) + shells(1, 2, 0.3, 3.3)
mol = gto.M(atom=[["I", (0, 0, 0)], ["H", (0, 0, distance)]], unit="Bohr",
            basis={"I": basis_i, "H": basis_h}, verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.grids.level = 3
mf.conv_tol = 1e-8
mf.kernel()
assert mf.converged
coeff, eps = mf.mo_coeff, mf.mo_energy
nocc = mol.nelectron // 2
xyz, weight = mf.grids.coords, mf.grids.weights
ao = dft.numint.eval_ao(mol, xyz, deriv=1)
phi, dx, dy, dz = [part @ coeff for part in ao[:4]]
radius = np.linalg.norm(xyz, axis=1)

# Spherically enclosed electronic charge screens the iodine nucleus.
charge = 2 * np.sum(phi[:, :nocc]**2, axis=1) * weight
_, shell = np.unique(np.round(radius, 10), return_inverse=True)
shell = shell.ravel()
shell_charge = np.bincount(shell, weights=charge)
enclosed = (np.cumsum(shell_charge) - shell_charge / 2)[shell]
assert abs(charge.sum() - mol.nelectron) < 0.02
so_factor = alpha**2 / 2 * (mol.atom_charge(0) - enclosed) / radius**3

x, y, z = xyz.T[:, :, None]
L, SO = [], []
for rotated in (y * dz - z * dy, z * dx - x * dz, x * dy - y * dx):
    for store, factor in ((L, weight), (SO, weight * so_factor)):
        m = phi.T @ (factor[:, None] * rotated)
        store.append(-0.5j * (m - m.T))
at_h = dft.numint.eval_ao(mol, np.array([[0, 0, distance]]))[0] @ coeff
contact = np.outer(at_h, at_h)

# Frontier orbitals: sigma, pi, pi, sigma*.
sig, pi1, pi2, anti = range(nocc - 3, nocc + 1)
assert abs(abs(L[2][pi1, pi2]) - 1) < 5e-3
assert np.linalg.norm(L[2][:nocc + 5, sig]) < 1e-2
assert np.linalg.norm(L[2][:nocc + 5, anti]) < 1e-2


def third_order(ops, energies, n):
    """Third-order energy coefficient of three one-electron operators.
    Returned: first operator in an outer place, first operator in the middle."""
    gap = energies[None, n:] - energies[:n, None]
    parts = np.zeros(2)
    for order in permutations(range(3)):
        first, middle, last = [ops[k] for k in order]
        left = first[:n, n:] / gap
        right = last[n:, :n].T / gap
        value = np.sum((left @ middle[n:, n:]) * right)
        value -= np.sum(middle[:n, :n] * (right @ left.T))
        parts[int(order[1] == 0)] += value.real
    return parts


full_x = third_order([contact, L[0], SO[0]], eps, nocc) / 4
full_y = third_order([contact, L[1], SO[1]], eps, nocc) / 4
full_z = third_order([contact, L[2], SO[2]], eps, nocc) / 4
assert abs(full_x.sum() / full_y.sum() - 1) < 5e-3
assert abs(full_z.sum()) < 1e-3 * abs(full_x.sum())
four = np.ix_([sig, pi1, pi2, anti], [sig, pi1, pi2, anti])
few_x = third_order([contact[four], L[0][four], SO[0][four]],
                    eps[[sig, pi1, pi2, anti]], 3) / 4
assert full_x.sum() > 0 and few_x.sum() > 0

# Independent finite-perturbation calculation in the full orbital space.
h_zero = np.kron(np.diag(eps), one2)
h_so = sum(np.kron(a, s) for a, s in zip(SO, pauli_half))
h_field = np.kron(L[0], one2) / 2
h_contact = np.kron(contact, pauli_half[0])


def contact_spin(field, so_scale):
    _, vec = np.linalg.eigh(h_zero + field * h_field + so_scale * h_so)
    occ = vec[:, :2 * nocc]
    return np.sum(occ.conj() * (h_contact @ occ)).real


df, ds = 5e-4, 0.02
finite = (contact_spin(df, ds) - contact_spin(df, -ds)
          - contact_spin(-df, ds) + contact_spin(-df, -ds)) / (4 * df * ds)
assert abs(finite / full_x.sum() - 1) < 5e-3

zeta_hi = abs(SO[2][pi1, pi2])
l_bond = np.linalg.norm(L[0][sig, [pi1, pi2]])
l_anti = np.linalg.norm(L[0][anti, [pi1, pi2]])
to_ppm = K * 1e6
print("HI, NONRELATIVISTIC PBE ORBITALS, NO XC RESPONSE")
print(f"bond length: {distance:.3f} bohr = {distance*bohr_angstrom:.3f} angstrom")
print(f"number of basis functions: {mol.nao}")
print(f"pi to sigma* orbital gap: {eps[anti]-eps[pi2]:.4f} hartree")
print(f"sigma to sigma* orbital gap: {eps[anti]-eps[sig]:.4f} hartree")
print(f"lone-pair spin-orbit constant: {zeta_hi:.5f} hartree "
      f"= {zeta_hi*hartree_ev:.3f} eV")
print(f"size of <sigma|l_x|pi>: {l_bond:.4f} (hbar)")
print(f"size of <sigma*|l_x|pi>: {l_anti:.4f} (hbar)")
print(f"proton contact density in sigma: {contact[sig, sig]:.4f} bohr^-3")
print(f"proton contact density in sigma*: {contact[anti, anti]:.4f} bohr^-3")
print(f"sigma_xx, four orbitals: {to_ppm*few_x.sum():.3f} ppm")
print(f"sigma_xx, all orbitals: {to_ppm*full_x.sum():.3f} ppm")
print(f"sigma_xx, finite perturbations: {to_ppm*finite:.3f} ppm")
print(f"isotropic, four orbitals: {to_ppm*few_x.sum()*2/3:.3f} ppm")
print(f"isotropic, all orbitals: "
      f"{to_ppm*(full_x+full_y+full_z).sum()/3:.3f} ppm")
print(f"all orbitals, coupling-like part of sigma_xx: {to_ppm*full_x[0]:.3f} ppm")
print(f"all orbitals, remaining part of sigma_xx: {to_ppm*full_x[1]:.3f} ppm")
print(f"four orbitals, coupling-like part of sigma_xx: {to_ppm*few_x[0]:.3f} ppm")
print(f"four orbitals, remaining part of sigma_xx: {to_ppm*few_x[1]:.3f} ppm")
print("done: every assertion held")
```

Running it gives:

```
FEW-LEVEL MODEL
weight of p_z in sigma: 0.60
sigma to sigma* singlet gap: 0.500 hartree
pi to sigma* singlet gap S: 0.300 hartree
triplet lowering: 0.050 hartree
pi to sigma* triplet gap T: 0.250 hartree
sigma to sigma* triplet gap D: 0.450 hartree
spin-orbit constant zeta: 0.0250 hartree
contact prefactor K: 4.46118e-04 a.u.
hydrogen contact density rho: 0.31831 bohr^-3
sigma_xx from path 1/(D S): 3.156 ppm
sigma_xx from path 1/(D T): 3.787 ppm
sigma_xx from path 1/(S T): 5.680 ppm
sigma_xx, formula: 12.623 ppm
sigma_xx, diagonalization, linear in zeta: 12.622 ppm
isotropic shielding, formula: 8.415 ppm
isotropic contact shielding, all orders in zeta: 6.870 ppm
induced s_x on h per unit B: 0.08889 a.u.
effective spin field beta per unit B: 0.09167 (no unit)
h spin per unit local spin field: 0.53333 a.u.
coupling-like share of sigma_xx: 0.5500
largest relative formula error in tests: 2.2e-05
HI, NONRELATIVISTIC PBE ORBITALS, NO XC RESPONSE
bond length: 3.040 bohr = 1.609 angstrom
number of basis functions: 116
pi to sigma* orbital gap: 0.1878 hartree
sigma to sigma* orbital gap: 0.3119 hartree
lone-pair spin-orbit constant: 0.02116 hartree = 0.576 eV
size of <sigma|l_x|pi>: 0.9132 (hbar)
size of <sigma*|l_x|pi>: 0.3169 (hbar)
proton contact density in sigma: 0.1418 bohr^-3
proton contact density in sigma*: 0.1140 bohr^-3
sigma_xx, four orbitals: 10.920 ppm
sigma_xx, all orbitals: 14.309 ppm
sigma_xx, finite perturbations: 14.309 ppm
isotropic, four orbitals: 7.280 ppm
isotropic, all orbitals: 9.539 ppm
all orbitals, coupling-like part of sigma_xx: 9.544 ppm
all orbitals, remaining part of sigma_xx: 4.764 ppm
four orbitals, coupling-like part of sigma_xx: 8.074 ppm
four orbitals, remaining part of sigma_xx: 2.846 ppm
done: every assertion held
```
